The vacuum-level step of bilayer boron nitride and its reversal by sliding

**Problem**

Two identical layers of hexagonal boron nitride are stacked in parallel: the upper layer is a copy of the lower one, moved up by d and sideways by a vector s, without rotation. In the stable stackings the bilayer carries an out-of-plane dipole moment per area of magnitude

p = 2 pC/m = 2 × 10⁻¹² C/m.

Here p is the total dipole density, of nuclei and electrons together, with the electrons fully relaxed. It is counted positive when it points along +z, from the lower to the upper layer. The bilayer is neutral, wide, free-standing and in no external field.

(a) By how much does the electrostatic potential in the vacuum above differ from that below?

(b) Show that sliding the upper layer by one boron–nitrogen bond vector, in the sense that leads to the other stable stacking, reverses this difference.

(c) Which effects left out of the model matter most for a measurement?

**First estimate by scaling**

The unit of p is that of a dipole moment, C·m, divided by an area, m². The vacuum permittivity ε0 has the unit F/m = C/(V·m). Their ratio is therefore a voltage:

(C/m) / (C/(V·m)) = V.

The lengths at hand are the lattice constant a and the layer spacing d, and they can enter only through their ratio. The potential is linear in the charge density, so for a fixed shape of the charge it is proportional to p. Hence

ΔV = C p/ε0,

where C is a pure number that may depend on d/a and on the shape of the charge distribution. If C is of order one,

ΔV ~ (2 × 10⁻¹² C/m) / (9 × 10⁻¹² F/m) ≈ 0.2 V.

The estimate leaves three questions open. C might be 1/2, because a sheet has two sides. It might contain the relative permittivity of boron nitride. And scaling says nothing about the sign, or about what sliding does to it.

**Exact solution, part (a)**

Let ρ(x, y, z) be the total charge density, periodic in the plane, and ρ̄(z) its average over one cell at height z. Averaging Gauss's law over the cell removes the terms ∂Ex/∂x and ∂Ey/∂y, since the integral of a derivative of a periodic function over a full period is zero. What remains is

ε0 dE/dz = ρ̄(z),

with E the averaged z-component of the field. Neutrality makes E equal on the two sides of the sheet, and the absence of an external field makes that common value zero.

Choose z₁ in the vacuum below and z₂ in the vacuum above. The dipole density is

p = ∫ z ρ̄ dz = ε0 ∫ z (dE/dz) dz,

with both integrals from z₁ to z₂. Integration by parts gives

p = ε0 [z₂E(z₂) − z₁E(z₁)] − ε0 ∫ E dz.

The bracket vanishes because E is zero at both ends. Since E = −dV/dz, the remaining integral is

−∫ E dz = V(z₂) − V(z₁) = ΔV,

and therefore

ΔV = p/ε0.

So C = 1, whatever the ratio d/a and whatever the shape of the charge profile. With numbers,

ΔV = (2.00 × 10⁻¹² C/m) / (8.854 × 10⁻¹² F/m) = 0.226 V.

The sign can be traced in a simple picture. If p points up, the positive charge lies on top and the field between the charges points down. Moving up means moving against the field, so the potential rises. An electron at rest in vacuum has energy −eV, so its vacuum level is 0.226 eV lower above the bilayer than below it.

*Why no relative permittivity appears.* The charge density in Gauss's law was the total one, so the response of the electrons is already inside p. The distinction matters when a model starts from a bare dipole and adds the dielectric response afterwards. As an example, take two Gaussian charge sheets of ±0.02 C/m² with centres 0.29 nm apart, at z = +0.17 nm and −0.12 nm with standard deviations 0.04 nm and 0.07 nm, inside a slab of relative permittivity 1 + 2 exp[−(z/0.33 nm)⁴], which is 3 at its centre and falls smoothly to 1 outside. The bare dipole density is 5.80 pC/m. Numerical integration of Gauss's law in the dielectric gives a total dipole density of 1.96 pC/m and a step of 0.222 V. This step equals the total dipole density divided by ε0; the bare one would give a value about three times too large. Dividing the total dipole density by a permittivity once more would count the screening twice.

*Where a factor 1/2 does appear.* Coulomb's law gives a second route. Replace the bilayer by a thin disc of radius R with dipole density p. On its axis, at height z > 0, the potential relative to infinity is

V(z) = (p z / 4πε0) ∫₀ᴿ 2πr dr / (r² + z²)^(3/2).

The integral of r/(r² + z²)^(3/2) is −1/√(r² + z²), so

V(z) = (p/2ε0) [1 − z/√(z² + R²)].

Below the disc the potential has the opposite sign. The difference between the heights +z and −z is thus

ΔV(z) = (p/ε0) [1 − z/√(z² + R²)].

For R ≫ z each side contributes p/2ε0, and the step is their sum, p/ε0. For z ≫ R the bracket tends to R²/(2z²), and the disc looks like a single point dipole whose potential fades with distance. A flake therefore shows the full step only at heights small compared with its radius. For R = 100 nm and z = 1 nm the formula gives 0.2236 V. A direct sum over point dipoles on the boron nitride lattice, each of moment p times the cell area, gives the same value to the digits shown.

*How flat the vacuum level is.* Outside the charge the potential obeys Laplace's equation, so a lateral component of wave number k decays as exp(−kz). The smallest nonzero wave number of the lattice is G = 4π/(√3a) = 29.0 nm⁻¹ for a = 0.250 nm. A lattice of point dipoles has a dipole density with the same Fourier amplitude p for every reciprocal vector. Each component makes the potential jump by p/ε0 across the sheet, half of it on either side, so each of the six shortest waves has the amplitude (p/2ε0) exp(−Gz). Their cosines add up to 6 above a dipole and to −3 above a point midway between three dipoles, so the potential difference between these places is

δV = 9 (p/2ε0) exp(−Gz).

At 0.3 nm this is 0.17 mV, and at 1 nm it is 2.5 × 10⁻¹³ V. The prefactor belongs to the point dipoles. Real layers, with charged boron and nitrogen sites, can have a much larger one: point charges of ±0.5e on the sites of the upper layer give a ripple of about 9 mV at 0.3 nm above that layer. The exponential decay is common to both, and at 1 nm this ripple too is negligible, about 10⁻¹¹ V.

**Exact solution, part (b)**

Let a₁ and a₂ be lattice vectors of length a at an angle of 60°. The bond vector from boron to nitrogen is

τ = (a₁ + a₂)/3, with length a/√3 = 0.144 nm.

In the lower layer place B at 0 and N at τ. In the upper layer B then sits at s and N at s + τ, all up to lattice vectors.

Reflect the bilayer in its midplane, z → −z. The layers change places: the lower one now has B at s and N at s + τ, the upper one B at 0 and N at τ. Shift everything sideways by −s. The lower layer is back at its original position, and the upper layer has B at −s and N at −s + τ. This is the parallel bilayer with slide −s.

The reflected crystal has the reflected charge density, provided that the ground state is unique. A sideways shift does not alter the plane average, so

ρ̄₋ₛ(z) = ρ̄ₛ(−z),

with z measured from the midplane. Substituting z → −z in the integral gives

p(−s) = ∫ z ρ̄ₛ(−z) dz = −∫ z ρ̄ₛ(z) dz = −p(s).

The dipole density is also unchanged when s grows by a lattice vector. Now take the two stackings

- s = τ: the upper B lies above the lower N, and the upper N above a hexagon centre;
- s = 2τ: the upper N lies above the lower B, and the upper B above a hexagon centre.

They differ by one bond vector. Since 3τ = a₁ + a₂ is a lattice vector, 2τ is equivalent to 2τ − 3τ = −τ, and

p(2τ) = p(−τ) = −p(τ).

With ΔV = p/ε0, the step changes from +0.226 V to −0.226 V, or the reverse. The sense of the slide matters: from s = τ a slide by +τ reverses the dipole, from s = 2τ a slide by −τ. The opposite sense leads to s = 0 or to the equivalent s = 3τ, where p(0) = −p(0) = 0. No atom has crossed from one layer to the other; a sideways motion of 0.144 nm has reversed a vertical dipole.

Halfway, at s = 3τ/2, the slides s and −s differ by the lattice vector 3τ. There p(s) = p(−s) = −p(s), so p = 0: the dipole passes through zero during the slide.

Symmetry also shows why p may be nonzero at s = τ. Any operation that reverses z exchanges the layers and turns a vertical pair "B above N" into "N above B". The stacking s = τ contains the first kind of pair and not the second, so no such operation is a symmetry of it.

The parallel orientation is essential. Suppose that the upper layer is turned by 180°, with B at s and N at s − τ. Inversion through the point s/2 in the midplane sends the lower B at 0 to s and the lower N at τ to s − τ, which are the upper B and N. An inversion centre exists for every s, so p = 0 throughout, and there is nothing for a slide to reverse.

A small electronic model shows both cases at work. Each atom carries one orbital, with energy +3.5 eV on B and −3.5 eV on N. The in-plane hopping is −2.3 eV. The interlayer hopping is 0.5 eV between atoms directly above each other and falls with their distance r as exp[−(r − d)/(0.045 nm)] (d/r)², with d = 0.333 nm. The Hamiltonian is diagonalized on an 18 × 18 mesh of wave vectors, the two lower bands are filled, and p follows from the electron numbers of the two layers. The result is

p(τ) = −2.09 pC/m, p(2τ) = +2.09 pC/m.

At s = 0, at s = 3τ/2 and for three slides of the antiparallel bilayer, |p| is at most about 2 × 10⁻¹³ pC/m, which is zero to rounding. The hoppings are round model values, so the magnitude, though close to 2 pC/m, is no prediction for boron nitride, and neither is the sign. What the model supports is the reversal.

**Comparison of the estimate with the solution**

Scaling gave 0.2 V and the solution gives 0.226 V. The difference comes from rounding, because the unknown factor C turned out to be 1. Scaling could not have shown this: the potential on one side of the sheet, relative to infinity, has C = 1/2, and for the finite disc C depends on z/R. The integration by parts fixes C, and the reflection supplies the sign that scaling cannot see.

**Part (c): the real bilayer and its measurement**

The values a = 0.250 nm and d = 0.333 nm are rough values for boron nitride, and 2 pC/m is the rough size of its dipole density. With the cell area A = 0.0541 nm², the dipole corresponds to a charge transfer between the layers of

pA/(ed) = 0.0020 electron per cell.

The mean field over the spacing is ΔV/d = 6.8 MV/cm. Spread over a thickness 2d, the dipole density amounts to a polarization p/(2d) = 0.30 µC/cm², small beside the tens of µC/cm² of common perovskite ferroelectrics. The step energy is about 4% of a rough band gap of 6 eV, so the step cannot by itself drive electrons from the valence band of one layer to the conduction band of the other.

A surface-potential probe can compare neighbouring domains of opposite dipole above one grounded plate. For domains much wider than the distances from the bilayer to the plate and to the probe, the potentials above them are +p/ε0 and −p/ε0 relative to a common level, so the contrast is 2p/ε0 = 0.45 V. The step of one domain is half of this contrast. The number scales with p, and 2 pC/m is only a rough value: a measured contrast near 0.2 V, the size reported for such domains, corresponds to about 1 pC/m.

*Trapped charge.* Let a density n = 10¹¹ cm⁻² of positive elementary charges sit at h = 10 nm above the plate, in a spacer of relative permittivity εr = 3.5. With no field above the charge, the field below it is −en/(ε0εr), and the potential rises by

enh/(ε0εr) = 0.052 V,

which is 23% of the step. For a reading on a single domain, and with the values chosen here, this is one of the two largest corrections sized in this part; the out-of-plane vibration below can be of the same size. If the charge is the same under both domains, it shifts both potentials equally and cancels in half their difference.

*Narrow domains.* Let up and down stripes of width w alternate in a free-standing bilayer. At a stripe centre the square wave of p has the Fourier terms (4/π)(−1)ᵐ/(2m + 1), with wave numbers (2m + 1)π/w, and each decays with height as exp(−kz). The series is that of the arctangent, so the step between the heights ±z is reduced by the factor

(4/π) arctan[exp(−πz/w)].

For w = 500 nm and z = 10 nm this is 0.960, and the step becomes 0.217 V. Above a grounded plate the reduction also depends on the distance to the plate. With the plate 100 nm below the bilayer, under a spacer of relative permittivity 3.5, the potential at the same height above a stripe centre is 0.85 p/ε0 relative to the plate.

*Vibration.* The lattice-periodic function p(s) of the electronic model follows its lowest harmonic, a sum of sines with wave number G, to within 0.03% of |p(τ)| at three trial slides. Averaging such a sine over a Gaussian relative displacement, of variance u² per in-plane direction, multiplies it by exp(−G²u²/2). To size u, take a quantum oscillator for each wave vector q and in-plane direction. Its variance is (ħ/2μω) coth(ħω/2kBT), where the reduced mass μ of the relative motion is half the mass of a boron–nitrogen pair. Its frequency follows from ω² = ω0² + v²q², a rough shear frequency ω0/2π = 1.1 THz and a rough sound speed v = 15 km/s. At 300 K, with zero-point motion included, the mean over the Brillouin zone, replaced by a disc of equal area, gives u = 0.006 nm. For this in-plane motion alone the factor is then 0.985 and the step 0.223 V.

Out-of-plane motion works the other way. In the electronic model the factor (d/r)² is the squared cosine of the angle between the hopping direction and the vertical. When the spacing varies, d in this factor therefore follows it, while the reference length in the exponential stays at 0.333 nm. With this choice |p| falls with the layer spacing D roughly as exp(−κD), with κ = 46 nm⁻¹. A Gaussian variation of the spacing with standard deviation σ multiplies the mean dipole by exp(κ²σ²/2), which is 1.11 for an assumed σ = 0.01 nm. Sizing σ like u, with ω² = ω0² + (K/ρ)q⁴, a breathing frequency ω0/2π of 2 to 3 THz, a bending rigidity K of 0.6 to 1.5 eV and the mass per area ρ of one layer, gives σ = 0.011 to 0.017 nm at 300 K and a factor of 1.14 to 1.35. The value of κ belongs to the model: it is set by the chosen decay length of the hopping, and it becomes 58 nm⁻¹ if d in the factor (d/r)² is held fixed. A thermal increase of the mean spacing, left out here, would lower |p|. The net effect of vibration may therefore be an increase of the step, but its size for boron nitride is not fixed by this model.

Short waves are treated here as if they were rigid displacements of the layers, so these are sizes and not precise corrections. They apply if 2 pC/m refers to nuclei at rest; a dipole density measured at 300 K already contains them.

Numbers in the example were calculated in double precision.
